\section*{Second-order Coulomb integrals from locally fitted densities}

\section{A halving that gives two different factors}

Two spherical charge clouds sit near two fixed fitting centres 6 bohr apart. Each is displaced by $\delta$ towards the other, and their Coulomb repulsion is computed from densities fitted in the overlap metric. For $\delta=0.02$ bohr the error is $1.072\times10^{-3}$ hartree; for $\delta=0.01$ bohr it is $5.31\times10^{-4}$ hartree. Halving the displacement halves the error. The same fitting coefficients, inserted in a different expression for the integral, give errors of $3.72\times10^{-6}$ and $9.19\times10^{-7}$ hartree, which fall by a factor of four. What separates the two expressions, when the coefficients are identical?

Atomic units are used, all functions are real, and an error is the exact value minus the approximate one. Write
\begin{equation}
(f|m|g)=\iint f(\mathbf r)\,m(|\mathbf r-\mathbf r'|)\,g(\mathbf r')\,d\mathbf r\,d\mathbf r',
\qquad (f|g)=(f|1/r|g).
\end{equation}
A density $A$, here a product of two orbitals, is replaced by $\tilde A=\sum_P C_P^A\chi_P$, with residual $e_A=A-\tilde A$. The coefficients minimize
\begin{equation}
(e_A|m|e_A)=(A|m|A)-2\sum_P C_P^A b_P^A+\sum_{PQ}C_P^A M_{PQ}C_Q^A ,
\end{equation}
where $b_P^A=(\chi_P|m|A)$ and $M_{PQ}=(\chi_P|m|\chi_Q)$. Setting the derivative with respect to $C_P^A$ to zero gives
\begin{equation}
\sum_Q M_{PQ}C_Q^A=b_P^A
\quad\Longleftrightarrow\quad (\chi_P|m|e_A)=0\ \text{ for all }P. \label{normal}
\end{equation}
Three metrics are of interest: Coulomb, $m=1/r$; attenuated, $m=\operatorname{erfc}(\omega r)/r$; and overlap, $m=\delta(\mathbf r-\mathbf r')$. Their Fourier transforms, $4\pi/k^2$, $(4\pi/k^2)(1-e^{-k^2/4\omega^2})$ and $1$, are positive. Hence $M$ is positive definite for linearly independent $\chi_P$, and the minimum is unique.

\section{The displaced clouds}

Each cloud is the square of a normalized s orbital with exponent $0.2$ bohr$^{-2}$, a Gaussian of exponent $0.4$. Each centre carries s fitting functions with exponents $0.4$ and $1.2$. At $\delta=0$ the clouds therefore lie in the fitting space and $e_A=e_B=0$. The fit is linear in the density, so for small $\delta$
\begin{equation}
e_A=\delta\,a+O(\delta^2),\qquad e_B=\delta\,b+O(\delta^2),
\end{equation}
where $a$ and $b$ are the parts of $\partial A/\partial\delta$ and $\partial B/\partial\delta$ left over by the fit. The plain integral is $(\tilde A|\tilde B)$. With $A=\tilde A+e_A$ and $B=\tilde B+e_B$,
\begin{align}
(A|B)-(\tilde A|\tilde B)
&=(\tilde A+e_A|\tilde B+e_B)-(\tilde A|\tilde B)\nonumber\\
&=(e_A|\tilde B)+(\tilde A|e_B)+(e_A|e_B) \label{plain}\\
&=\delta\,[(a|B_0)+(A_0|b)]+O(\delta^2),\nonumber
\end{align}
where $A_0,B_0$ are the undisplaced clouds. This is the first-order error. In the Coulomb metric the bracket vanishes, because $A_0$ and $B_0$ are combinations of the $\chi_P$ and \eqref{normal} makes $a$ and $b$ Coulomb-orthogonal to them.

The order observed between the two displacements is $\log_2[E(0.02)/E(0.01)]$. For the plain overlap fit it is $\log_2(1.072/0.5308)=1.01$. It is also $1.01$ for the attenuated metric with $\omega=0.3$ bohr$^{-1}$, and $2.01$ for the Coulomb metric. The same $\omega$ is used in all numerical examples below.

The linear coefficient can vanish by symmetry. Displace both clouds by $+\delta$ along the axis instead, to $\delta$ and $6+\delta$. Reflection in the midplane takes them to $6-\delta$ and $-\delta$, which is the pair displaced by $-\delta$, with the clouds interchanged. The fitting set is symmetric and the integral does not change under interchange, so the error is even in $\delta$ and has no linear term in any metric. ``First order'' thus means that a linear term is allowed and generally present, not that every integral has one.

\section{Removing the linear terms}

Nothing in \eqref{plain} requires small displacements or a particular metric. The linear terms contain one residual and one fitted density. They can be supplied by integrals in which just one density is fitted:
\begin{equation}
(A|B)_{\rm rob}=(\tilde A|B)+(A|\tilde B)-(\tilde A|\tilde B). \label{robust}
\end{equation}
This is Dunlap's robust formula. Substituting $\tilde A=A-e_A$ and $\tilde B=B-e_B$ term by term,
\begin{align}
(\tilde A|B)&=(A|B)-(e_A|B),\nonumber\\
(A|\tilde B)&=(A|B)-(A|e_B),\nonumber\\
-(\tilde A|\tilde B)&=-(A|B)+(e_A|B)+(A|e_B)-(e_A|e_B).\nonumber
\end{align}
In the sum the terms with one residual cancel in pairs, and
\begin{equation}
(A|B)-(A|B)_{\rm rob}=(e_A|e_B). \label{second}
\end{equation}
The normal equations were not used. The identity holds for any coefficients, including ones truncated to a chosen neighbourhood. Since the Coulomb kernel is positive, the Cauchy--Schwarz inequality gives
\begin{equation}
|(e_A|e_B)|\le (e_A|e_A)^{1/2}(e_B|e_B)^{1/2},
\end{equation}
and for $A=B$ the error is non-negative: the robust formula never overestimates a self-repulsion.

In the Coulomb limit, \eqref{normal} gives $(\tilde A|e_B)=(e_A|\tilde B)=0$. Then $(\tilde A|B)=(A|\tilde B)=(\tilde A|\tilde B)$, and the robust and plain integrals coincide.

How much is lost by using another metric's coefficients? Let $e_A^{\rm C}$ be the residual of the Coulomb fit, $\Delta_P^A$ the difference between the coefficients used and the Coulomb ones, and $V_{PQ}=(\chi_P|\chi_Q)$. Then $e_A=e_A^{\rm C}-\sum_P\Delta_P^A\chi_P$. The cross terms vanish because $(\chi_P|e_A^{\rm C})=0$, so
\begin{equation}
(e_A|e_B)=(e_A^{\rm C}|e_B^{\rm C})+\sum_{PQ}\Delta_P^A V_{PQ}\Delta_Q^B. \label{deviation}
\end{equation}
The change of metric enters quadratically. For $A=B$ the last term is non-negative, so in the robust formula no other coefficients give a smaller self-repulsion error than the Coulomb ones. For $A\ne B$ it can have either sign. For the clouds displaced towards each other it is negative: at $\delta=0.02$ bohr the robust overlap error, $3.72\times10^{-6}$ hartree, is slightly below the Coulomb one, $4.04\times10^{-6}$ hartree.

\section{What the linear term contains}

In the overlap metric, let $V_{\tilde B}$ be the electrostatic potential of $\tilde B$. Since $e_A$ is orthogonal to every fitting function, any combination $v=\sum_P v_P\chi_P$ may be subtracted:
\begin{equation}
(e_A|\tilde B)=\int e_A\,V_{\tilde B}\,d\mathbf r=\int e_A\,(V_{\tilde B}-v)\,d\mathbf r .
\end{equation}
The linear term probes the part of the potential that the fitting set cannot represent. For a fixed set it is first order in $e_A$; if the set itself is enlarged, the second factor may shrink as well.

In the attenuated metric, write $1/r=\operatorname{erfc}(\omega r)/r+\operatorname{erf}(\omega r)/r$. The first part gives zero by \eqref{normal}, so
\begin{equation}
(e_A|\tilde B)=\bigl(e_A\bigl|\operatorname{erf}(\omega r)/r\bigr|\tilde B\bigr).
\end{equation}
Only the long-range interaction contributes. Two limits connect the metrics. When $\omega$ times the size of the system is small, $\operatorname{erf}(\omega r)/r\approx2\omega/\sqrt\pi$, and the linear term becomes $(2\omega/\sqrt\pi)\,q_A\tilde Q_B$, where $q_A=\int e_A\,d\mathbf r$ and $\tilde Q_B=\int\tilde B\,d\mathbf r$. It vanishes as $\omega\to0$, as it must in the Coulomb metric. For large $\omega$ the attenuated kernel is narrow, with weight
\begin{equation}
\int\frac{\operatorname{erfc}(\omega r)}{r}\,d\mathbf r
=\frac{4\pi}{\omega^2}\int_0^\infty x\operatorname{erfc}(x)\,dx=\frac{\pi}{\omega^2}.
\end{equation}
It acts on smooth functions as $(\pi/\omega^2)\delta(\mathbf r-\mathbf r')$. The prefactor multiplies both sides of \eqref{normal} and cancels, leaving the overlap fit.

\section{Two distant bonds}

At a separation $R$ much larger than the extent of the densities and residuals, $(f|g)\to Q_fQ_g/R$, where $Q_f$ is the integral of $f$. With $q=Q-\tilde Q$ the charge lost in the fit, \eqref{plain} and \eqref{second} become
\begin{align}
(A|B)-(\tilde A|\tilde B)&\to\frac{q_A\tilde Q_B+\tilde Q_Aq_B+q_Aq_B}{R}
=\frac{Q_AQ_B-\tilde Q_A\tilde Q_B}{R},\\
(A|B)-(A|B)_{\rm rob}&\to\frac{q_Aq_B}{R}.
\end{align}

Take a model chain of 82 sites, 4 bohr apart, with one normalized s orbital of exponent $0.4$ bohr$^{-2}$ and two s fitting functions of exponents $0.4$ and $1.2$ per site. The density is the product of two neighbouring orbitals, a bond product. This set has no function at the bond midpoint and is deliberately crude. The product has charge $Q=0.040762$, whereas its overlap fit has $\tilde Q=0.051056$, about 25\% too much. For two such bonds at $R=80$ bohr, both far from the chain ends,
\begin{align}
\frac{Q^2-\tilde Q^2}{R}&=\frac{0.0016615-0.0026067}{80}=-1.18\times10^{-5}\ \text{hartree},\\
\frac{q^2}{R}&=\frac{(-0.010294)^2}{80}=1.32\times10^{-6}\ \text{hartree}.
\end{align}
The errors of the full integrals are $-1.18\times10^{-5}$ and $1.33\times10^{-6}$ hartree. Relative to the exact integral, $2.08\times10^{-5}$ hartree, they are 57\% and 6.4\%. The second figure is the square of the relative charge error, $0.2525^2=0.064$.

The robust error still falls off only as $1/R$. If the fitting functions are restricted to a neighbourhood of each bond and the fit is constrained to conserve charge, $q_A=q_B=0$ and both $1/R$ terms disappear. The restriction matters. Without it, the constraint adds to the overlap-metric coefficients a multiple of $M^{-1}n$, where $n_P=\int\chi_P\,d\mathbf r$. In a long chain this puts charge on every site, so the residual is no longer localized and the far-field formulas above do not apply. Even with the restriction, higher multipoles of $e_A$ can still interact with the charge of $\tilde B$ in the plain formula, so the constraint does not by itself make that formula second order.

\section{Why the coefficients stay local}

The robust formula changes how the integral is assembled and leaves $C$ untouched. It remains to show that $C$ is local in a short-range metric.

Let $x_P$ be the position of $\chi_P$ along some direction and $\lambda>0$ the smallest eigenvalue of $M$. Define $W_{PQ}=\delta_{PQ}e^{\eta x_P}$ and $M_\eta=WMW^{-1}$. Its elements differ from those of $M$ by $M_{PQ}(e^{\eta(x_P-x_Q)}-1)$. The norm of a matrix is at most the larger of its maximum absolute row and column sums, so
\begin{equation}
\|M_\eta-M\|\le s(\eta)=\max_P\sum_Q|M_{PQ}|\bigl(e^{|\eta|\,|x_P-x_Q|}-1\bigr).
\end{equation}
For Gaussians in the overlap or attenuated metric, $M_{PQ}$ falls off faster than any exponential. The sum is then finite and tends to zero with $\eta$. Choose $\eta>0$ such that $s(\eta)\le\lambda/2$. No singular value of $M_\eta$ is below $\lambda-\lambda/2$, hence $\|M_\eta^{-1}\|\le2/\lambda$. Since $(M_\eta^{-1})_{PQ}=e^{\eta(x_P-x_Q)}(M^{-1})_{PQ}$, and the sign of $\eta$ may be reversed,
\begin{equation}
|(M^{-1})_{PQ}|\le\frac{2}{\lambda}\,e^{-\eta|x_P-x_Q|}.
\end{equation}
For a density centred at $x_A$, the inequality $|x_P-x_Q|\ge|x_P-x_A|-|x_Q-x_A|$ gives
\begin{equation}
|C_P^A|\le\frac{2}{\lambda}\,e^{-\eta|x_P-x_A|}\sum_Q e^{\eta|x_Q-x_A|}\,|b_Q^A| .
\end{equation}
The last sum is finite for a localized orbital product, because $b_Q^A$ is also short-ranged. The coefficients decay exponentially. The conditions are visible: $\lambda$ must stay away from zero as the system grows, and the product must be localized. A nearly dependent fitting set has a small $\lambda$, which weakens the bound: the prefactor $2/\lambda$ is large, and $s(\eta)\le\lambda/2$ allows only a small $\eta$.

In the Coulomb metric $M_{PQ}$ falls off as $1/r$, and $s(\eta)$ grows without limit with the length of a chain. The actual tail follows from an infinite chain of spacing $d$ with one unit-charge fitting function per site, fitting a density of charge $Q$ symmetric about site $0$, so that $b(k)$ is real and even (for a bond-centred density $n$ below is replaced by $n-\frac12$). Because $\sum_{n\ge1}\cos(kn)/n=-\ln|2\sin(k/2)|$, at small wave number $k$ (per site)
\begin{equation}
M(k)\approx c-\frac2d\ln|k|,\qquad b(k)\approx Q\Bigl(c'-\frac2d\ln|k|\Bigr),
\end{equation}
where $c$ and $c'$ collect the short-range differences from point charges. The quotient is
\begin{equation}
C(k)=\frac{b(k)}{M(k)}\approx Q\Bigl[1+\frac{c'-c}{M(k)}\Bigr],
\end{equation}
which is singular at $k=0$. Its derivative there is $2Q(c'-c)/[d\,k\,M(k)^2]$. Integrating the Fourier integral by parts, taking the slowly varying $M$ at $k\approx1/n$ and using $\int_0^\infty\sin(kn)\,dk/k=\pi/2$, gives to leading logarithmic accuracy
\begin{equation}
C_n=\frac1\pi\int_0^\pi C(k)\cos(kn)\,dk\approx-\frac{Q(c'-c)}{d\,n\,[c+(2/d)\ln n]^2}.
\end{equation}
This is an algebraic tail.

In the 82-site chain, take the root of the summed squares of the two coefficients on a site, for fitting functions normalized to $\int\chi_P^2\,d\mathbf r=1$. At 5, 10 and 20 sites beyond the bond its values in bohr$^{-3/2}$ are
\begin{center}
\begin{tabular}{lccc}
metric & 5 & 10 & 20\\
Coulomb & $3.3\times10^{-5}$ & $7.1\times10^{-6}$ & $2.7\times10^{-6}$\\
attenuated & $8.1\times10^{-6}$ & $8.0\times10^{-9}$ & $7.9\times10^{-15}$\\
overlap & $3.1\times10^{-8}$ & $1.6\times10^{-13}$ & $4.5\times10^{-24}$
\end{tabular}
\end{center}
The attenuated values fall by a factor of $0.25$ per site over both intervals, and the overlap values by $0.09$: exponential decay. From 10 to 20 sites the Coulomb value falls only to $0.38$ of itself; in an infinite chain the two values are $7.0\times10^{-6}$ and $2.6\times10^{-6}$, a ratio of $0.37$. These two sites lie 10.5 and 20.5 spacings from the bond centre, so for positive $c$ the one-function formula puts this ratio between $(10.5/20.5)(\ln10.5/\ln20.5)^2=0.31$ and $10.5/20.5=0.51$. This is only a loose consistency check: the formula is asymptotic and refers to an infinite chain with one function per site. From 5 to 10 sites the observed ratio is $0.21$, below the corresponding lower limit $(5.5/10.5)(\ln5.5/\ln10.5)^2=0.28$.

Locality of $C$ does not make every ingredient short-ranged. In $(\tilde A|B)=\sum_PC_P^A(\chi_P|B)$ the sum over $P$ is local, but the Coulomb integral $(\chi_P|B)$ is needed for distant $B$ too.

\section{A price: lost positivity}

The plain integrals form the matrix $C^{\rm T}VC$, which is positive semidefinite. The robust matrix need not be. Suppose a combination $A$ of orbital products has $\tilde A=0$, while $(A|\tilde B)=t\ne0$ for some $B$. By \eqref{robust} the robust matrix in the space of $A$ and $B$ is
\begin{equation}
\begin{pmatrix}0&t\\t&u\end{pmatrix},\qquad \det=-t^2<0,
\end{equation}
so it has a negative eigenvalue. In the Coulomb metric $\tilde A=0$ implies $(\chi_P|A)=0$ for all $P$, hence $t=0$, and the argument gives no negative eigenvalue.

Water in the cc-pVDZ basis has 300 distinct orbital products and, with the cc-pVDZ-RI set, 84 fitting functions. At least 216 independent combinations therefore have $\tilde A=0$. Diagonalizing the robust matrix over all $24^2$ ordered products of the atomic basis functions gives a lowest eigenvalue of $-1.5\times10^{-2}$ hartree for the overlap metric, $-3.0\times10^{-4}$ hartree for the attenuated one, and zero to rounding for the Coulomb metric. The size of a negative eigenvalue depends on which linear combinations of the basis functions are used to form the products; its existence does not. For products of molecular orbitals the overlap and attenuated values are $-5.7\times10^{-2}$ and $-2.2\times10^{-3}$ hartree. The size also changes with the basis sets: products of cc-pVTZ functions fitted with cc-pVTZ-RI give $-1.0\times10^{-1}$ and $-7.1\times10^{-4}$ hartree. A method that relies on a positive interaction matrix has to allow for this.

\section{Water: when the residual is not small}

For the same molecule (O--H 0.96 \AA, angle $104.5^\circ$), take the integrals $(ia|jb)$ between valence occupied orbitals $i,j$ and virtual orbitals $a,b$. The reference is frozen-core MP2 with unfitted integrals and the same orbitals, with correlation energy $-0.201822$ hartree ($-5.492$ eV). It isolates the fitting error and leaves out basis-set incompleteness and correlation beyond MP2; in cc-pVTZ the correlation energy is $-0.2617$ hartree, lower by $0.060$ hartree. In microhartree:
\begin{center}
\begin{tabular}{lcc}
fit & RMS error of $(ia|jb)$ & MP2 energy error\\
Coulomb & 25.1 & $-15.2$\\
attenuated, plain & 40.3 & $-25.6$\\
attenuated, robust & 25.4 & $-16.6$\\
overlap, plain & 212.8 & $+187.1$\\
overlap, robust & 40.5 & $-46.8$
\end{tabular}
\end{center}
The robust formula reduces the RMS error of the overlap fit about fivefold and brings the attenuated fit to within about 1\% of the Coulomb RMS error. By \eqref{deviation}, what separates a robust integral from the Coulomb-fitted one is quadratic in the coefficient differences. The numbers depend on the basis. In cc-pVTZ with cc-pVTZ-RI the RMS errors, in the order of the table, are $13.0$, $17.7$, $13.1$, $85.3$ and $22.3$, so the gain for the overlap fit is about fourfold. The MP2 energy errors are $-25.6$, $-20.1$, $-25.8$, $+266$ and $-64$: the robust formula moves the energy towards the Coulomb-fitted value, which is not always closer to the reference.

A single integral can gain much less. For the product $A$ of the highest occupied and lowest unoccupied orbitals, the exact self-repulsion is $11304$ microhartree. Integrating the overlap-metric residual against the potentials of $\tilde A$ and of $e_A$ on an atom-centred grid gives $(e_A|\tilde A)=310.1$ and $(e_A|e_A)=1088.4$ microhartree. Thus
\begin{equation}
\text{plain error}=2(310.1)+1088.4=1708.6,\qquad \text{robust error}=1088.4 .
\end{equation}
The quadratic term is larger than both linear terms together, for two reasons. The residual is not small: its self-repulsion is 9.6\% of the exact value. It is also nearly Coulomb-orthogonal to the fit: with $(\tilde A|\tilde A)=11304-1709=9595$ microhartree, the Cauchy--Schwarz inequality would allow $|(e_A|\tilde A)|$ up to $(1088\times9595)^{1/2}\approx3230$ microhartree, about ten times the actual value. If the same residual were scaled by $0.1$ with $\tilde A$ fixed, the plain error would be $62.0+10.9=72.9$ microhartree and the robust one $10.9$. Second order guarantees how the error falls as the residual shrinks; its size depends on both the fitting set and the metric. In the split of \eqref{deviation}, the Coulomb fit in the same set leaves $442$ microhartree for this product, and the remaining $646$ microhartree come from the use of overlap-metric coefficients. These figures belong to the stated basis: in cc-pVTZ with cc-pVTZ-RI the exact value is about $8735$ microhartree, and the plain and robust overlap errors are about $1200$ and $396$.
